# The electron-electron cusp in one, two and three dimensions: verification in Python

```python
# Result under test: for two electrons repelling as 1/r in D dimensions, the
# angular channel l of the wave function is r^l f(r) at small separation r, with
#     f'(0)/f(0) = 1/(D - 1 + 2 l)          (atomic units),
# except D = 1, l = 0, where finite energy makes the wave function vanish at
# contact, so that psi = a |x| (1 + |x|/2 + ...) on each side.
# Relative Hamiltonian in a harmonic trap: -Laplacian + 1/r + omega^2 r^2 / 4.
# D: dimension, l: angular momentum, omega: trap frequency, eps: softening length.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, solveh_banded
from scipy.special import eval_jacobi

BOHR = const.physical_constants["Bohr radius"][0] * 1e10          # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]     # eV


def singular_strength(D, l, c):
    """Limit of r (H psi)/psi at contact for psi = h(r12)(1 + c r12) G(R),
    with H built from the Cartesian coordinates of both electrons."""
    first = sp.symbols("a0:%d" % D)
    second = sp.symbols("b0:%d" % D)
    t = sp.symbols("t", positive=True)
    diff = [a - b for a, b in zip(first, second)]
    distance = sp.sqrt(sum(d**2 for d in diff))
    harmonic = sp.Integer(1)
    for k in range(l):
        harmonic *= diff[k]
    centre = (first[0] + second[0]) / 2
    psi = harmonic * (1 + c * distance) * (1 + centre**2)
    h_psi = psi / distance - sum(sp.diff(psi, q, 2) for q in first + second) / 2
    direction = {1: [1],
                 2: [sp.Rational(3, 5), sp.Rational(4, 5)],
                 3: [sp.Rational(1, 3), sp.Rational(2, 3), sp.Rational(2, 3)],
                 4: [sp.Rational(1, 2)] * 4}[D]
    place = {}
    for a, b, n in zip(first, second, direction):
        place[a] = sp.Rational(1, 3) + t * n / 2
        place[b] = sp.Rational(1, 3) - t * n / 2
    top = sp.simplify(h_psi.subs(place))
    bottom = sp.simplify(psi.subs(place))
    return sp.simplify(sp.cancel(sp.together(t * top / bottom)).subs(t, 0))


# The cusp that removes the 1/r singularity, solved for and not assumed.
c = sp.symbols("c")
symbolic_cusps = {}
for D in (1, 2, 3, 4):
    for l in range(0, min(D, 2) + 1):
        if D == 1 and l > 1:
            continue
        strength = singular_strength(D, l, c)
        if D == 1 and l == 0:
            # no linear term can cancel the repulsion
            assert strength == 1
            continue
        roots = sp.solve(strength, c)
        assert len(roots) == 1
        symbolic_cusps[D, l] = roots[0]
        assert roots[0] == sp.Rational(1, D - 1 + 2 * l)

# The second solution of the radial Laplace equation has infinite kinetic energy.
r_sym = sp.symbols("r", positive=True)
for D, l in ((2, 0), (2, 1), (3, 0), (3, 1)):
    q = l + D - 2
    bad = sp.log(r_sym) if q == 0 else r_sym**(-q)
    laplace = (sp.diff(bad, r_sym, 2) + (D - 1) * sp.diff(bad, r_sym) / r_sym
               - l * (l + D - 2) * bad / r_sym**2)
    assert sp.simplify(laplace) == 0
    density = sp.simplify(sp.diff(bad, r_sym)**2 * r_sym**(D - 1))
    assert sp.integrate(density, (r_sym, 0, 1)) == sp.oo
# In one dimension a nonzero contact value has infinite repulsion energy.
assert sp.integrate(1 / r_sym, (r_sym, 0, 1)) == sp.oo


def trapped_pair(D, channels, omega, anisotropy=0.0, size=32):
    """Lowest state in a polynomial basis r^l g(r); no slope is imposed at r = 0.
    Anisotropy multiplies cos(2 phi) in the trap (D = 2 only).
    Returns the energy, f'(0)/f(0) and the function f(r)/f(0) of channels[0]."""
    length = 9.7 / np.sqrt(omega)
    nodes, weights = np.polynomial.legendre.leggauss(size + 10)
    r = length * (1 + nodes) / 2
    weights = weights * length / 2 * r**(D - 1)
    n = np.arange(size)[:, None]

    def polynomials(l, t):
        b = 2 * l + D - 1
        norm = np.sqrt((2 * n + b + 1) / length**(b + 1))
        g = norm * eval_jacobi(n, 0, b, t)
        dg = norm * (n > 0) * (n + b + 1) / length
        return g, dg * eval_jacobi(np.maximum(n - 1, 0), 1, b + 1, t)

    functions = []
    for l in channels:
        g, dg = polynomials(l, nodes)
        functions.append((r**l * g, l * r**(l - 1.0) * g + r**l * dg))
    phi = 2 * np.pi * np.arange(64) / 64
    H = np.zeros((size * len(channels),) * 2)
    for i, li in enumerate(channels):
        for j, lj in enumerate(channels):
            ui, dui = functions[i]
            uj, duj = functions[j]
            ci, cj = np.cos(li * phi), np.cos(lj * phi)
            coupling = np.mean(ci * cj * np.cos(2 * phi))
            coupling /= np.sqrt(np.mean(ci**2) * np.mean(cj**2))
            potential = anisotropy * coupling * omega**2 * r**2 / 4
            block = np.zeros((size, size))
            if i == j:
                potential = (potential + 1 / r + omega**2 * r**2 / 4
                             + li * (li + D - 2) / r**2)
                block = (weights * dui) @ duj.T
            block = block + (weights * potential * ui) @ uj.T
            H[i * size:(i + 1) * size, j * size:(j + 1) * size] = block
    energies, vectors = eigh((H + H.T) / 2)
    coefficients = vectors[:size, 0]
    g0, dg0 = polynomials(channels[0], np.array([-1.0]))
    f0 = (coefficients @ g0)[0]
    slope = (coefficients @ dg0)[0] / f0

    def profile(x):
        g, _ = polynomials(channels[0], np.array([2 * x / length - 1]))
        return (coefficients @ g)[0] / f0

    return energies[0], slope, profile


cases = ((1, 1), (2, 0), (2, 1), (3, 0), (3, 1))

# Solver check: at omega = 1/p the pair has a closed-form energy omega (p + 3)/2.
for D, l in cases:
    p = D - 1 + 2 * l
    energy, _, _ = trapped_pair(D, [l], 1 / p)
    assert abs(energy - (p + 3) / (2 * p)) < 1e-7

trap_ev = 10.0
omega = trap_ev / HARTREE
probe_angstrom = 0.05
probe = probe_angstrom / BOHR
print(f"Bohr radius = {BOHR:.6f} angstrom")
print(f"Hartree energy = {HARTREE:.5f} eV")
print(f"trap quantum = {trap_ev:.1f} eV")
print(f"separation for the profile = {probe_angstrom:.2f} angstrom")
results = {}
for D, l in cases:
    energy, slope, profile = trapped_pair(D, [l], omega)
    predicted = 1 / (D - 1 + 2 * l)
    assert abs(slope - predicted) < 1e-4
    p = D - 1 + 2 * l
    linear = 1 + predicted * probe
    quadratic = linear + (predicted - energy) * probe**2 / (2 * (p + 1))
    exact = profile(probe)
    assert abs(exact - quadratic) < probe**3
    assert abs(exact - quadratic) < abs(exact - linear)
    results[D, l] = energy
    print(f"D={D} l={l}: relative energy = {energy * HARTREE:.4f} eV")
    print(f"  slope computed = {slope:.5f}, formula = {predicted:.5f} (atomic units)")
    print(f"  slope computed = {slope / BOHR:.4f}, "
          f"formula = {predicted / BOHR:.4f} 1/angstrom")
    print(f"  f(r)/f(0) computed = {exact:.5f}, linear = {linear:.5f}, "
          f"quadratic = {quadratic:.5f} (no unit)")

# A trap that mixes angular channels must leave both planar cusps unchanged.
anisotropy = 0.5
print(f"anisotropy of the planar trap = {anisotropy:.1f} (no unit)")
for channels in ([0, 2, 4], [1, 3, 5]):
    energy, slope, _ = trapped_pair(2, channels, omega, anisotropy)
    l = channels[0]
    assert abs(energy - results[2, l]) > 1e-3     # the mixing is really felt
    assert abs(slope - 1 / (1 + 2 * l)) < 1e-4
    print(f"anisotropic D=2 l={l}: energy = {energy * HARTREE:.4f} eV, "
          f"slope = {slope:.5f} (atomic units)")


def softened_even_state(eps, omega, probe_x, intervals=6000):
    """Lowest even 1D state for 1/(|x| + eps), linear finite elements, x >= 0.
    Returns energy, contact value / peak, and psi'(x)/psi(0) with its x."""
    length = 9.7 / np.sqrt(omega)
    x = eps * np.expm1(np.linspace(0, np.log1p(length / eps), intervals + 1))
    h = np.diff(x)
    mass = np.zeros(intervals + 1)
    stiffness = np.zeros(intervals + 1)
    mass[:-1] += h / 2
    mass[1:] += h / 2
    stiffness[:-1] += 1 / h
    stiffness[1:] += 1 / h
    potential = 1 / (x + eps) + omega**2 * x**2 / 4
    x, mass = x[:-1], mass[:-1]                   # wave function zero at far end
    band = np.zeros((2, intervals))
    band[0, 1:] = -1 / h[:-1]
    band[1] = stiffness[:-1] + mass * potential[:-1]
    u = np.ones(intervals)
    u /= np.sqrt(np.sum(mass * u**2))
    energy = 0.0
    for _ in range(80):
        u = solveh_banded(band, mass * u)
        growth = np.sqrt(np.sum(mass * u**2))
        u /= growth
        energy = 1 / growth
    i = np.searchsorted(x, probe_x)
    slope = (u[i + 1] - u[i - 1]) / (x[i + 1] - x[i - 1])
    return energy, u[0] / u.max(), slope / u[0], x[i]


# As the softening is removed, the even state loses its contact value and its
# energy rises to that of the state that vanishes at contact.
inner_angstrom = 0.005
print(f"separation for the softened slope = {inner_angstrom:.3f} angstrom")
contacts, gaps = [], []
for eps_angstrom in (1e-3, 1e-5, 1e-7):
    eps = eps_angstrom / BOHR
    energy, contact, ratio, x_used = softened_even_state(
        eps, omega, inner_angstrom / BOHR)
    law = np.log1p(x_used / eps)
    # neglected terms are of relative order x, about one per cent here
    assert abs(ratio / law - 1) < 0.02
    contacts.append(contact)
    gaps.append(results[1, 1] - energy)
    print(f"softening {eps_angstrom:.0e} angstrom: contact/peak = {contact:.4f} "
          f"(no unit), gap = {gaps[-1] * HARTREE:.3f} eV")
    print(f"  psi'(x)/psi(0) = {ratio / BOHR:.3f}, "
          f"logarithmic law = {law / BOHR:.3f} 1/angstrom")
assert contacts[0] > contacts[1] > contacts[2] > 0
assert gaps[0] > gaps[1] > gaps[2] > 0

print("all assertions hold")
```

Output:

```
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
trap quantum = 10.0 eV
separation for the profile = 0.05 angstrom
D=1 l=1: relative energy = 26.4664 eV
  slope computed = 0.50000, formula = 0.50000 (atomic units)
  slope computed = 0.9449, formula = 0.9449 1/angstrom
  f(r)/f(0) computed = 1.04650, linear = 1.04724, quadratic = 1.04654 (no unit)
D=2 l=0: relative energy = 24.8667 eV
  slope computed = 1.00000, formula = 1.00000 (atomic units)
  slope computed = 1.8897, formula = 1.8897 1/angstrom
  f(r)/f(0) computed = 1.09459, linear = 1.09449, quadratic = 1.09468 (no unit)
D=2 l=1: relative energy = 29.5577 eV
  slope computed = 0.33333, formula = 0.33333 (atomic units)
  slope computed = 0.6299, formula = 0.6299 1/angstrom
  f(r)/f(0) computed = 1.03063, linear = 1.03150, quadratic = 1.03066 (no unit)
D=3 l=0: relative energy = 26.4664 eV
  slope computed = 0.50000, formula = 0.50000 (atomic units)
  slope computed = 0.9449, formula = 0.9449 1/angstrom
  f(r)/f(0) computed = 1.04650, linear = 1.04724, quadratic = 1.04654 (no unit)
D=3 l=1: relative energy = 33.3320 eV
  slope computed = 0.25000, formula = 0.25000 (atomic units)
  slope computed = 0.4724, formula = 0.4724 1/angstrom
  f(r)/f(0) computed = 1.02273, linear = 1.02362, quadratic = 1.02275 (no unit)
anisotropy of the planar trap = 0.5 (no unit)
anisotropic D=2 l=0: energy = 23.3010 eV, slope = 1.00000 (atomic units)
anisotropic D=2 l=1: energy = 31.6326 eV, slope = 0.33333 (atomic units)
separation for the softened slope = 0.005 angstrom
softening 1e-03 angstrom: contact/peak = 0.0610 (no unit), gap = 0.175 eV
  psi'(x)/psi(0) = 3.379, logarithmic law = 3.387 1/angstrom
softening 1e-05 angstrom: contact/peak = 0.0312 (no unit), gap = 0.084 eV
  psi'(x)/psi(0) = 11.807, logarithmic law = 11.749 1/angstrom
softening 1e-07 angstrom: contact/peak = 0.0210 (no unit), gap = 0.056 eV
  psi'(x)/psi(0) = 20.590, logarithmic law = 20.450 1/angstrom
all assertions hold
```
